# One-photon exchange in Feynman and Coulomb gauge, with Gaunt and Breit limits, part 2

Two Dirac electrons of charge $-1$ exchange one photon. Hartree atomic units are used, $\mathbf r=\mathbf r_1-\mathbf r_2$, $r=|\mathbf r|$, $\mathbf n=\mathbf r/r$, and $\nabla$ differentiates functions of $\mathbf r$, not orbitals. The orbitals are positive-energy eigenstates, with energies $\varepsilon$, of one Hamiltonian

$$h=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+U(\mathbf r),\tag{2}$$

with $U$ local. In $\langle cd|V|ab\rangle$ electron 1 goes from $a$ to $c$ and electron 2 from $b$ to $d$; outside brackets and indices, $c$ is the speed of light. On shell,

$$\omega=\varepsilon_a-\varepsilon_c=\varepsilon_d-\varepsilon_b .\tag{3}$$

With $k=|\omega|/c$, the Coulomb- and Feynman-gauge potentials are

$$V_C=\frac1r-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2\frac{e^{ikr}}r-(\boldsymbol\alpha_1\cdot\nabla)(\boldsymbol\alpha_2\cdot\nabla)\,g_k(r),\qquad g_k(r)=\frac{e^{ikr}-1}{k^2r}.\tag{4}$$

$$V_F=(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)\frac{e^{ikr}}r.\tag{5}$$

Their on-shell matrix elements have been proved equal. Still to be proved is part (iii) of the theorem: at $k=0$, the parts beyond $1/r$ are the Gaunt operator $G$ in Feynman gauge and the Breit operator $B$ in Coulomb gauge,

$$G=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}r,\qquad B=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)}{2r}.\tag{6}$$

With $x=kr$, the transverse part $V_T=V_C-1/r$ follows from

$$C(x)=\frac{1-e^{ix}+ix\,e^{ix}}{x^2}.\tag{14}$$

$$\partial_i\partial_jg=\frac{g'}r(\delta_{ij}-n_in_j)+g''n_in_j.\tag{15}$$

$$V_T=-\frac1r\left\{\left[e^{ix}+C\right]\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-\left[e^{ix}+3C\right](\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)\right\}.\tag{16}$$

Equation (15) holds for any radial function $g$. Lemma 4 states, for bound orbitals and $f(r)$ sufficiently regular at $r=0$,

$$\langle cd|(\boldsymbol\alpha_1\cdot\nabla)(\boldsymbol\alpha_2\cdot\nabla)f|ab\rangle=\frac{(\varepsilon_c-\varepsilon_a)(\varepsilon_d-\varepsilon_b)}{c^2}\langle cd|f|ab\rangle.\tag{17}$$

Its proof evaluates $[h_1,[h_2,f]]$, using that the local $U$ commutes with $f$. On shell, with $f=g_k$, it gives

$$-\langle(\boldsymbol\alpha_1\cdot\nabla)(\boldsymbol\alpha_2\cdot\nabla)g_k\rangle=k^2\langle g_k\rangle=\left\langle\frac{e^{ikr}-1}r\right\rangle.\tag{18}$$

**Remark.** The instantaneous $1/r$ in Coulomb gauge does not mean that the whole interaction is instantaneous. On shell, (18) transfers the retardation of the charge interaction to the longitudinal derivatives in the transverse propagator. The operators $V_C$ and $V_F$ remain different.

## II. Zero frequency, retardation and an example

### Symbols and results carried over

Hartree units are used. Two electrons at distance $r=|\mathbf r_1-\mathbf r_2|$, with $\mathbf n=(\mathbf r_1-\mathbf r_2)/r$, make the transitions $a\to c$ and $b\to d$ between eigenstates of one Dirac Hamiltonian $h$ with a local potential. The transferred energy is $\omega$, and $k=|\omega|/c$. The Feynman-gauge potential is $V_F=(1-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2)e^{ikr}/r$. In Coulomb gauge $V_C=1/r+V_T$, where (16) gives $V_T$ with $x=kr$ and $C=(1-e^{ix}+ixe^{ix})/x^2$. The two agree on shell, that is, when the energy lost by one electron is gained by the other. Lemma 4, equation (17), converts $(\boldsymbol\alpha_1\cdot\nabla)(\boldsymbol\alpha_2\cdot\nabla)f(r)$ into a product of orbital energy differences times $f(r)$.

### Proof of (iii)

Setting $k=0$ in $V_F$ gives $1/r+G$ at once. For Coulomb gauge, expand the exponentials:

$$e^{ix}=1+ix-\frac{x^2}2+\dots,\qquad C=-\frac12-\frac{ix}3+\frac{x^2}8+\dots$$

The second series follows from the numerator of $C$, in which $(ix)^m$ has the coefficient $1/(m-1)!-1/m!=(m-1)/m!$ for $m\ge1$. Hence

$$e^{ix}+C=\frac12+\frac{2ix}3-\frac{3x^2}8+\dots,\qquad e^{ix}+3C=-\frac12-\frac{x^2}8+\dots$$

and (16) becomes

$$V_T=B-\frac{2ik}3\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+\frac{k^2r}8\left[3\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)\right]+O(k^3).\tag{19}$$

Its value at $k=0$ is the Breit operator in (6). $\square$

Since $i[h,\mathbf r]=c\boldsymbol\alpha$, the matrix $c\boldsymbol\alpha$ is the velocity operator. Both $G$ and $B$ are interactions between currents, smaller than $1/r$ by two powers of velocity over $c$ when the velocities are small.

### What separates Gaunt from Breit

By (15) with $g=r$, $\partial_i\partial_jr=(\delta_{ij}-n_in_j)/r$. Subtraction of the operators in (6) gives

$$B-G=\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-(\boldsymbol\alpha_1\cdot\mathbf n)(\boldsymbol\alpha_2\cdot\mathbf n)}{2r}=\frac12(\boldsymbol\alpha_1\cdot\nabla)(\boldsymbol\alpha_2\cdot\nabla)r.$$

On shell, Lemma 4 then yields

$$\langle B-G\rangle=-\frac{k^2}2\langle r\rangle.\tag{20}$$

The same quantity appears in Feynman gauge, where the charge part has the real expansion $\cos(kr)/r=1/r-k^2r/2+\dots$. The Gaunt operator leaves out the retardation of the charge interaction; the Breit operator contains its leading term, of order $k^2$, in another form.

In a direct matrix element $\langle ab|V|ab\rangle$ no energy is transferred, so $k=0$ and Gaunt and Breit agree. In the exchange element $\langle ba|V|ab\rangle$ the transferred energy is $\varepsilon_a-\varepsilon_b$. They then differ unless the orbitals are degenerate or $\langle r\rangle$ vanishes.

The order of the errors in a Coulomb field of charge $Z$ follows from hydrogenic scaling. For $Z\ll c$, lengths scale as $1/Z$, matrix elements of $\boldsymbol\alpha$ as $Z/c$, and energy differences between shells as $Z^2$. Thus $k$ scales as $Z^2/c$. Using $G$ for $V_T$ makes an error led by (20), of order $k^2r\sim Z^3/c^2$. Using $B$ makes an error in the real part led by the $k^2$ term in (19), of order $k^2r(Z/c)^2\sim Z^5/c^4$. The imaginary term in (19), of order $k(Z/c)^2\sim Z^4/c^3$, is larger than this; both $G$ and $B$ omit it, and it is treated in the next section. These powers assume different shells and leading integrals that do not vanish.

### The imaginary part

Consider the exchange element $\langle ba|V|ab\rangle$ with $\varepsilon_b>\varepsilon_a$. Electron 2 can emit a real photon in its transition $b\to a$. Let $M_{\mathbf q\lambda}$ be the emission amplitude. Absorption by electron 1 supplies its complex conjugate. The relevant denominator is $\varepsilon_b-\varepsilon_a-\Omega+i0$, whose inverse has the imaginary part $-\pi\delta(\varepsilon_b-\varepsilon_a-\Omega)$. Therefore

$$\operatorname{Im}\langle ba|V|ab\rangle=-\pi\sum_{\mathbf q\lambda}|M_{\mathbf q\lambda}|^2\delta(\varepsilon_b-\varepsilon_a-\Omega)=-\frac{\Gamma_{b\to a}}2,\tag{21}$$

where $\Gamma_{b\to a}$ is the golden-rule decay rate into that one orbital.

In the energy of a determinant this exchange element enters with a minus sign and contributes $+i\Gamma_{b\to a}/2$. The self-energy of $b$, computed as if $a$ were empty, contains $\sum|M|^2/(\varepsilon_b-\varepsilon_a-\Omega+i0)$ and thus $-i\Gamma_{b\to a}/2$. The sum is zero: the occupied orbital blocks the decay. The interaction energy below uses the real part of the exchange.

For long wavelengths (19) gives $\operatorname{Im}V_T\approx-(2k/3)\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2$. From $[h,\mathbf r]=-ic\boldsymbol\alpha$ follows $|\langle a|\boldsymbol\alpha|b\rangle|^2=k^2|\langle a|\mathbf r|b\rangle|^2$. Equation (21) becomes

$$\Gamma_{b\to a}\approx\frac43k^3|\langle a|\mathbf r|b\rangle|^2.\tag{22}$$

### Conditions for use in no-pair theory

A two-electron Dirac Hamiltonian needs a restriction to positive-energy orbitals. Without interaction, an electron in the positive continuum and one in the negative continuum can have any total energy. A bound two-electron level would then be degenerate with such states. In no-pair theory the interaction is therefore placed between projectors $\Lambda_+(1)\Lambda_+(2)$ onto positive-energy orbitals. They leave the first-order matrix elements considered here unchanged.

A larger Hamiltonian matrix also contains elements in which $\omega_1=\varepsilon_a-\varepsilon_c$ and $\omega_2=\varepsilon_d-\varepsilon_b$ differ. Energy conservation then no longer fixes $k$. If one value of $k$ is chosen for the whole potential, Lemma 4 gives the resulting gauge dependence:

$$\langle V_F-V_C\rangle=k^2\langle g_k\rangle+\langle(\boldsymbol\alpha_1\cdot\nabla)(\boldsymbol\alpha_2\cdot\nabla)g_k\rangle=\left(k^2-\frac{\omega_1\omega_2}{c^2}\right)\langle g_k\rangle.\tag{23}$$

For $k>0$ it vanishes when $k^2=\omega_1\omega_2/c^2$ or when $\langle g_k\rangle=0$. A nonlocal mean field, such as Dirac–Fock exchange, adds a commutator with $f$ in the proof of Lemma 4, so equality is no longer assured even on shell.

### Example: orbitals

Take a point charge $Z=50$, the orbitals $a=1s_{1/2}$ and $b=2p_{1/2}$, and $m=+\tfrac12$ for both. The determinant has total $M=1$ and, since the two angular momenta are $\tfrac12$, $J=1$. Let $\chi$ be the spin-up spinor, $\mathbf s$ its spin direction and $\hat{\mathbf r}$ the direction from the nucleus. The orbitals are

$$\phi_a=\frac1{\sqrt{4\pi}\,r}\begin{pmatrix}P_a\chi\\iQ_a\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi\end{pmatrix},\qquad
\phi_b=\frac1{\sqrt{4\pi}\,r}\begin{pmatrix}P_b\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi\\iQ_b\chi\end{pmatrix},$$

where $r$ is here the distance from the nucleus. With $\boldsymbol\sigma\cdot\mathbf p\,f\chi=-if'\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi$ and $\boldsymbol\sigma\cdot\mathbf p\,f\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi=-i(f'+2f/r)\chi$, the Dirac equation reduces to

$$[-Z+(c^2-E)r]P+c(rQ'-\kappa Q)=0,$$
$$-c(rP'+\kappa P)-[Z+(c^2+E)r]Q=0,$$

with $\kappa=-1$ for $a$ and $+1$ for $b$. Insert $P=r^\gamma e^{-\lambda r}\sum_{j=0}^Np_jr^j$ and the same form for $Q$, with coefficients $q_j$. The lowest power requires $\gamma^2=\kappa^2-Z^2/c^2$. The highest requires $c\lambda=\sqrt{c^4-E^2}$ and $q_N=\tau p_N$, where $\tau=(c^2-E)/(c\lambda)$. At the next lower power, subtracting $\tau$ times the second equation from the first removes $p_{N-1}$ and $q_{N-1}$ and leaves $2c(\gamma+N)\tau=Z(1-\tau^2)$. This is $c^2\lambda(\gamma+N)=ZE$, or

$$E=\frac{c^2}{\sqrt{1+Z^2/[c^2(\gamma+N)^2]}}.$$

Here $N=0$ for $1s_{1/2}$ and $N=1$ for $2p_{1/2}$. The remaining coefficients follow from the linear equations and normalization. With $c=137.036$, the energies minus $c^2$ are $-1294.626$ and $-326.495$ hartree. Thus

$$|\omega|=1294.626-326.495=968.131\ \text{hartree},\qquad k=\frac{968.131}{137.036}=7.0648\ \text{bohr}^{-1}.$$

### Example: densities and integration

Using $(\boldsymbol\sigma\cdot\hat{\mathbf r})\boldsymbol\sigma(\boldsymbol\sigma\cdot\hat{\mathbf r})=2\hat{\mathbf r}(\boldsymbol\sigma\cdot\hat{\mathbf r})-\boldsymbol\sigma$, one finds

$$\phi_b^\dagger\phi_a=D\,\hat{\mathbf r}\cdot\mathbf s,\qquad\phi_b^\dagger\boldsymbol\alpha\phi_a=i[u\mathbf s+v\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf s)],$$

where $4\pi r^2D=P_aP_b+Q_aQ_b$, $4\pi r^2u=-(P_bQ_a+Q_bP_a)$ and $4\pi r^2v=2P_bQ_a$. The direct currents are $-2P_aQ_a\hat{\mathbf r}\times\mathbf s/(4\pi r^2)$ for $a$ and $+2P_bQ_b\hat{\mathbf r}\times\mathbf s/(4\pi r^2)$ for $b$.

The kernels are scalars, so the densities may be averaged over common rotations of both positions, which replaces $s_is_j$ by $\delta_{ij}/3$. What remains depends on $r_1$, $r_2$ and the electron separation $r_{12}$, with volume element $8\pi^2r_1r_2r_{12}\,dr_1dr_2dr_{12}$. The integrals were evaluated by Gauss–Legendre quadrature after a change of these three variables. Six decimals are kept to resolve small differences within this model; they are not a claim about a real atom.

### Example: results

The exchange element in the two gauges, real parts in hartree, is

$$V_C:\ 0.289860-0.120891=0.168969,$$
$$V_F:\ 0.309299-0.140330=0.168969.$$

The first number in each line is the charge part and the second the current part. The parts depend on the gauge, while the sums agree. If $2|\omega|$ is put into both potentials with the orbitals unchanged, the results differ by $0.0584$ hartree in modulus, as (23) permits.

At zero frequency the exchange elements are $\langle G\rangle=-0.142486$ and $\langle B\rangle=-0.121173$. Their difference, $0.021313$, equals $-(k^2/2)\langle r_{12}\rangle$ computed separately. Measured in the real part, and relative to the magnitude $0.120891$ of the real part of the full transverse exchange, the Gaunt error is $0.021595/0.120891=17.9\%$ and the Breit error is $0.000282/0.120891=0.23\%$.

The $k^2$ term in (19) predicts a correction of $0.000206$ to Breit, while the full correction to the real part is $0.000282$, larger by 37%. With the same orbitals and $k/10$, the ratio of full to predicted correction is $1.0038$. An excess proportional to $k^2$ would grow from $0.0038$ to $0.38$ at the actual $k$, close to the $0.37$ found. The next retardation term therefore accounts for most of the discrepancy.

The direct Coulomb element is $13.092910$ hartree, and the direct Gaunt and Breit elements are both $-0.101320$. The first-order interaction energy is

$$13.092910-0.101320-0.168969=12.822621\ \text{hartree}=348.92\ \text{eV}.$$

With the Coulomb interaction alone it is $13.092910-0.289860=12.803050$ hartree. The current and retardation effects therefore add

$$-0.101320+0.120891=0.019571\ \text{hartree}=0.533\ \text{eV}.$$

This small sum results from a cancellation of direct and exchange terms. The Gaunt operator gives $-0.101320+0.142486=0.041166$ hartree, more than twice the full value. Breit gives $-0.101320+0.121173=0.019853$ hartree, too large by 1.4% of the full value.

The imaginary exchange part is $-0.016045$ hartree, so (21) gives $\Gamma_{b\to a}=0.03209$ hartree. For equal $m$ the dipole element has a $z$ component alone, $0.0081845$ bohr. Equation (22) gives $\tfrac43(7.0648)^3(0.0081845)^2=0.03149$ hartree, about 2% lower than the full value. Equation (22) omits retardation across the orbitals.

Repeating the exchange calculation at $Z=10$ and $Z=20$ gives effective powers of $Z$, defined as the base-2 logarithms of the ratios of the errors in the real part. They are $3.00$ for Gaunt and $4.94$ for Breit, near the limiting powers 3 and 5.

The model leaves out screening of the orbitals, nuclear size, mixing with $1s2p_{3/2}$, exchange of more than one photon, virtual pairs and radiative shifts. Its energy is the first-order interaction of two specified orbitals, not the total energy of an ion.
